**Finite-pulse correction in laser-flash measurements**

The program tests the time θ_f at which the rear face of an insulated plate reaches a fraction f of its final rise, counted from the pulse's energy centroid: θ_f = t_f − σ²V″/(2V′) + μ₃V‴/(6V′) + fourth order. Here V is the response to an instantaneous pulse, V(t_f) = f, and σ² and μ₃ are the variance and third central moment of the pulse. It asserts this expansion against direct pulse integrals for three pulse shapes and three levels, and asserts a third-order bound on what remains of the expanded signal after the variance term. It also asserts that the half-rise error is of first order in pulse width for origins at the pulse start or peak, of second order for the centroid, and that the variance term changes sign at the inflection of the rise curve. For a 1 mm copper plate, the half-rise time from the pulse integral is asserted to agree with time-stepping of the heat equation and with Laplace inversion. The output shows the diffusivity error falling from −14.8 % (pulse start) to −0.68 % (centroid) and +0.06 % (centroid with variance correction). With the rough parameters assumed, a graphite coating delays the signal by 2.4 % of the ideal half-rise time and a 10 µs detector by 0.84 %, both more than the variance effect.

## Numerical check

```python
"""Finite-pulse correction in laser-flash measurements.

Result under test: for an insulated slab heated on its front face by a pulse
with centroid t_c, variance var and third central moment mu3, the time to
reach the fraction f of the final rear-face rise, counted from t_c, is
    theta_f = t_f - var*V''/(2V') + mu3*V'''/(6V') + fourth order,
with V(t) the normalised rise for an instantaneous pulse, V(t_f) = f, and
derivatives taken at t_f. Times called u are in units of
tau = L^2/(pi^2*alpha), L = thickness, alpha = thermal diffusivity.
"""
import numpy as np
import mpmath as mp
from scipy.constants import Stefan_Boltzmann
from scipy.optimize import brentq, minimize_scalar

MODES = np.arange(1, 61)
SIGNS = (-1.0) ** MODES


def rise(u, order=0):
    """Derivative of given order of V; V is zero to rounding for u < 0.02."""
    u = np.asarray(u, dtype=float)
    safe = np.maximum(u, 0.02)
    terms = SIGNS * (-MODES**2.0) ** order * np.exp(-np.multiply.outer(safe, MODES**2))
    value = 2 * terms.sum(axis=-1) + (1.0 if order == 0 else 0.0)
    return np.where(u > 0.02, value, 0.0)


def ideal_time(level):
    return brentq(lambda u: float(rise(u)) - level, 0.1, 12, xtol=1e-15)


def shift_coefficients(level):
    """Factors of variance and third moment in the time shift."""
    u = ideal_time(level)
    slope = float(rise(u, 1))
    return -float(rise(u, 2)) / (2 * slope), float(rise(u, 3)) / (6 * slope)


class Pulse:
    """Pulse shape as quadrature nodes x and normalised weights w."""

    def __init__(self, pieces, peak):
        z, g = np.polynomial.legendre.leggauss(80)
        nodes, weights = [], []
        for low, high, density in pieces:
            x = low + (high - low) * (z + 1) / 2
            nodes.append(x)
            weights.append(g * (high - low) / 2 * density(x))
        self.x = np.concatenate(nodes)
        self.w = np.concatenate(weights)
        self.w /= self.w.sum()
        self.peak = peak
        self.centroid = self.w @ self.x
        d = self.x - self.centroid
        self.var = self.w @ d**2
        self.mu3 = self.w @ d**3
        self.abs3 = self.w @ np.abs(d) ** 3

    def signal(self, u, scale):
        return self.w @ rise(u - scale * self.x)

    def level_time(self, level, scale):
        """Time from pulse start to the given level, from the pulse integral."""
        return brentq(lambda u: self.signal(u, scale) - level, 0.05, 14, xtol=1e-15)


def gamma_density(x):
    return x * np.exp(-x)


flash = Pulse([(0, 10, gamma_density), (10, 45, gamma_density)], peak=1.0)
box = Pulse([(0, 1, lambda x: np.ones_like(x))], peak=0.5)
triangle = Pulse([(0, 0.2, lambda x: x / 0.2), (0.2, 1, lambda x: (1 - x) / 0.8)], peak=0.2)

# Expansion of the level time against the direct pulse integral
sigma = 0.02
worst = 0.0
for pulse in (flash, box, triangle):
    scale = sigma / np.sqrt(pulse.var)
    for level in (0.2, 0.5, 0.8):
        c2, c3 = shift_coefficients(level)
        exact = pulse.level_time(level, scale) - scale * pulse.centroid - ideal_time(level)
        predicted = c2 * sigma**2 + c3 * pulse.mu3 * scale**3
        worst = max(worst, abs(exact - predicted) / sigma**4)
assert worst < 10, worst  # what remains must be of fourth order

# Order of the half-rise error in pulse width for three time origins
u_half = ideal_time(0.5)
orders = {}
for name, origin in (("start", 0.0), ("peak", flash.peak), ("centroid", flash.centroid)):
    err = []
    for s in (0.04, 0.02):
        scale = s / np.sqrt(flash.var)
        err.append(flash.level_time(0.5, scale) - scale * origin - u_half)
    orders[name] = np.log2(err[0] / err[1])
assert abs(orders["start"] - 1) < 0.05 and abs(orders["peak"] - 1) < 0.05
assert abs(orders["centroid"] - 2) < 0.05

# Bound on the remainder of the expanded signal
max_third = np.max(np.abs(rise(np.linspace(0.03, 10, 8000), 3)))
bound_use = 0.0
for pulse in (flash, box, triangle):
    scale = 0.1 / np.sqrt(pulse.var)
    bound = max_third * pulse.abs3 * scale**3 / 6
    for u in np.linspace(0.05, 6, 300):
        rest = pulse.signal(u + scale * pulse.centroid, scale) - rise(u) - 0.005 * rise(u, 2)
        bound_use = max(bound_use, abs(rest) / bound)
assert bound_use <= 1.0, bound_use

# Level at which the variance term vanishes; its sign differs on either side
u_inflection = brentq(lambda u: float(rise(u, 2)), 0.6, 1.2)
level_inflection = float(rise(u_inflection))
scale = 0.02 / np.sqrt(box.var)
shifts = [box.level_time(f, scale) - scale * box.centroid - ideal_time(f)
          for f in (level_inflection - 0.1, level_inflection, level_inflection + 0.1)]
assert shifts[0] < 0 < shifts[2]
assert abs(shifts[1]) < 0.05 * min(abs(shifts[0]), abs(shifts[2]))

# Example: copper plate, rough room-temperature values (SI units)
thickness, conductivity, heat_capacity = 1.0e-3, 400.0, 3.45e6
pulse_a = 1.0e-4
alpha = conductivity / heat_capacity
tau = thickness**2 / (np.pi**2 * alpha)
t_half = u_half * tau
k_half = u_half / np.pi**2
c2_half, c3_half = shift_coefficients(0.5)
B_half = c2_half * u_half
a_scaled = pulse_a / tau
t_c = flash.centroid * pulse_a
variance = flash.var * pulse_a**2
t_measured = flash.level_time(0.5, a_scaled) * tau
theta = t_measured - t_c
alpha_start = k_half * thickness**2 / t_measured
alpha_peak = k_half * thickness**2 / (t_measured - flash.peak * pulse_a)
alpha_centroid = k_half * thickness**2 / theta
alpha_corrected = alpha_centroid * (1 + B_half * variance / theta**2)
assert abs(alpha_corrected - alpha) < 0.1 * abs(alpha_centroid - alpha)


def conduction_matrix(cells):
    """Finite-volume heat-flow matrix of the insulated slab, time in tau."""
    A = np.diag(np.full(cells - 1, 1.0), 1) + np.diag(np.full(cells - 1, 1.0), -1)
    A -= np.diag(A.sum(axis=1))
    return A * cells**2 / np.pi**2


def time_stepping(cells, step=0.001):
    """Half-rise time and highest front-cell temperature for the flash."""
    A = conduction_matrix(cells)
    inverse = np.linalg.inv(np.eye(cells) - step / 2 * A)
    propagate = inverse @ (np.eye(cells) + step / 2 * A)
    source = inverse[:, 0] * cells * step
    T = np.zeros(cells)
    front_max, half = 0.0, None
    for i in range(2000):
        old = T[-1]
        T = propagate @ T + source * gamma_density((i + 0.5) * step / a_scaled) / a_scaled
        front_max = max(front_max, T[0])
        if half is None and T[-1] >= 0.5:
            half = step * (i + (0.5 - old) / (T[-1] - old))
    return half * tau, front_max


coarse, _ = time_stepping(100)
fine, front_ratio = time_stepping(200)
assert abs(fine / t_measured - 1) < 2e-4  # mesh error at 200 cells


def layered_half_time(layers, detector=0.0):
    """Half-rise time by Laplace inversion; layers = (d, k, heat capacity)."""
    total = sum(d * c for d, _, c in layers)

    def transform(s):
        M = mp.eye(2)
        for d, k, c in layers:
            q = mp.sqrt(s * c / k)
            ch, sh = mp.cosh(q * d), mp.sinh(q * d)
            M = M * mp.matrix([[ch, sh / (k * q)], [k * q * sh, ch]])
        return total / M[1, 0] / (1 + pulse_a * s) ** 2 / (1 + detector * s)

    def excess(t):
        return float(mp.re(mp.invertlaplace(transform, t, method="talbot"))) - 0.5

    return brentq(excess, 0.7e-3, 3e-3, xtol=1e-13)


plate = (thickness, conductivity, heat_capacity)
t_laplace = layered_half_time([plate])
assert abs(t_laplace / t_measured - 1) < 1e-6

# Neglected effects, with rough assumed parameters
coat = (5e-6, 2.0, 1.5e6)
coat_shift = layered_half_time([coat, plate, coat]) - t_laplace
detector_time = 1e-5
detector_shift = layered_half_time([plate], detector_time) - t_laplace
expected = detector_time + c2_half * detector_time**2 / tau
assert abs(detector_shift / expected - 1) < 5e-3

temperature, emissivity, convection = 300.0, 0.9, 5.0
h_loss = 4 * emissivity * Stefan_Boltzmann * temperature**3 + convection
biot = h_loss * thickness / conductivity


def half_time_with_loss(biot_number, cells=200):
    """Time to half of the peak, instantaneous pulse, loss at both faces."""
    A = conduction_matrix(cells)
    A[0, 0] -= biot_number * cells / np.pi**2
    A[-1, -1] -= biot_number * cells / np.pi**2
    rates, modes = np.linalg.eigh(A)
    weight = cells * modes[0] * modes[-1]
    signal = lambda u: weight @ np.exp(rates * u)
    top = -minimize_scalar(lambda u: -signal(u), bounds=(3, 40), method="bounded").fun
    return brentq(lambda u: signal(u) - top / 2, 0.5, 3, xtol=1e-14)


loss_change = half_time_with_loss(biot) / half_time_with_loss(0.0) - 1
fluence = 5.0e3
rear_rise = fluence / (heat_capacity * thickness)
front_rise = front_ratio * rear_rise
slope_per_K = -5e-4


def percent(value):
    return 100 * (value / alpha - 1)


print(f"Half-rise time / tau: {u_half:.5f}")
print(f"Factor k in alpha = k L^2/t_half: {k_half:.5f}")
print(f"tau V'/ tau^2 V'' / tau^3 V''' at half rise: {float(rise(u_half,1)):.4f} / "
      f"{float(rise(u_half,2)):.4f} / {float(rise(u_half,3)):.4f}")
print(f"Time shift at half rise / (variance/tau): {c2_half:.4f}")
print(f"Time shift at half rise / (mu3/tau^2): {c3_half:.4f}")
for f in (0.2, 0.5, 0.8):
    print(f"B at level {f:.1f}: {shift_coefficients(f)[0]*ideal_time(f):.4f}")
print(f"B/12 for rectangular pulse, half rise: {B_half/12:.4f}")
print(f"Inflection: time/tau {u_inflection:.4f}, level {level_inflection:.4f}")
print("Error order, origin at start/peak/centroid: "
      f"{orders['start']:.3f} / {orders['peak']:.3f} / {orders['centroid']:.3f}")
print(f"Largest residual of expansion / (sigma/tau)^4, sigma=0.02 tau: {worst:.2f}")
print(f"Largest remainder / its bound, sigma=0.1 tau: {bound_use:.3f}")
print(f"Plate thickness: {thickness*1e3:.2f} mm")
print(f"Conductivity (rough): {conductivity:.0f} W/(m K)")
print(f"Heat capacity per volume (rough): {heat_capacity/1e6:.2f} J/(cm^3 K)")
print(f"Input diffusivity: {alpha*1e4:.4f} cm^2/s")
print(f"tau: {tau*1e3:.4f} ms")
print(f"Ideal half-rise time: {t_half*1e3:.4f} ms")
print(f"Pulse parameter a: {pulse_a*1e3:.3f} ms")
print(f"Pulse centroid: {t_c*1e3:.4f} ms")
print(f"Pulse standard deviation: {np.sqrt(variance)*1e3:.4f} ms")
print(f"Half-rise time from pulse start: {t_measured*1e3:.4f} ms")
print(f"Half-rise time from centroid: {theta*1e3:.4f} ms")
print(f"Exact shift theta - t_half: {(theta-t_half)*1e6:.3f} us")
print(f"Variance term of shift: {c2_half*variance/tau*1e6:.3f} us")
print(f"Third-moment term of shift: {c3_half*flash.mu3*pulse_a**3/tau**2*1e6:.3f} us")
for name, value in (("start", alpha_start), ("peak", alpha_peak),
                    ("centroid", alpha_centroid), ("centroid + variance", alpha_corrected)):
    print(f"Diffusivity, {name}: {value*1e4:.4f} cm^2/s, error {percent(value):.3f} %")
print(f"Time stepping, 200 cells: {fine*1e3:.4f} ms")
print(f"Mesh shift, 100 to 200 cells: {(fine-coarse)*1e6:.3f} us")
print(f"Laplace inversion: {t_laplace*1e3:.4f} ms")
print(f"Coating per face (rough): {coat[0]*1e6:.1f} um, {coat[1]:.1f} W/(m K), "
      f"{coat[2]/1e6:.1f} J/(cm^3 K)")
print(f"Coating delay: {coat_shift*1e6:.2f} us = {100*coat_shift/t_half:.2f} % of t_half")
print(f"Detector time constant (rough): {detector_time*1e6:.1f} us")
print(f"Detector delay: {detector_shift*1e6:.3f} us = {100*detector_shift/t_half:.2f} % of t_half")
print(f"Loss at {temperature:.0f} K, emissivity {emissivity:.1f}, convection "
      f"{convection:.0f} W/(m^2 K): total {h_loss:.1f} W/(m^2 K)")
print(f"Biot number: {biot:.2e}")
print(f"Change of half-rise time by loss: {100*loss_change:.4f} %")
print(f"Absorbed fluence (rough): {fluence/1e4:.2f} J/cm^2")
print(f"Final rise: {rear_rise:.2f} K; highest front-cell rise: {front_rise:.2f} K")
print(f"Diffusivity slope (rough): {100*slope_per_K:.3f} %/K")
print(f"Diffusivity change at highest front rise: {100*slope_per_K*front_rise:.2f} %")
print("checks complete")
```

Running it gives:

```
Half-rise time / tau: 1.36976
Factor k in alpha = k L^2/t_half: 0.13879
tau V'/ tau^2 V'' / tau^3 V''' at half rise: 0.4750 / -0.3755 / -0.0194
Time shift at half rise / (variance/tau): 0.3952
Time shift at half rise / (mu3/tau^2): -0.0068
B at level 0.2: -0.1323
B at level 0.5: 0.5414
B at level 0.8: 1.1369
B/12 for rectangular pulse, half rise: 0.0451
Inflection: time/tau 0.9056, level 0.2442
Error order, origin at start/peak/centroid: 1.008 / 1.016 / 1.995
Largest residual of expansion / (sigma/tau)^4, sigma=0.02 tau: 4.87
Largest remainder / its bound, sigma=0.1 tau: 0.561
Plate thickness: 1.00 mm
Conductivity (rough): 400 W/(m K)
Heat capacity per volume (rough): 3.45 J/(cm^3 K)
Input diffusivity: 1.1594 cm^2/s
tau: 0.8739 ms
Ideal half-rise time: 1.1970 ms
Pulse parameter a: 0.100 ms
Pulse centroid: 0.2000 ms
Pulse standard deviation: 0.1414 ms
Half-rise time from pulse start: 1.4052 ms
Half-rise time from centroid: 1.2052 ms
Exact shift theta - t_half: 8.184 us
Variance term of shift: 9.046 us
Third-moment term of shift: -0.036 us
Diffusivity, start: 0.9876 cm^2/s, error -14.815 %
Diffusivity, peak: 1.0633 cm^2/s, error -8.289 %
Diffusivity, centroid: 1.1515 cm^2/s, error -0.679 %
Diffusivity, centroid + variance: 1.1601 cm^2/s, error 0.061 %
Time stepping, 200 cells: 1.4052 ms
Mesh shift, 100 to 200 cells: 0.106 us
Laplace inversion: 1.4052 ms
Coating per face (rough): 5.0 um, 2.0 W/(m K), 1.5 J/(cm^3 K)
Coating delay: 29.11 us = 2.43 % of t_half
Detector time constant (rough): 10.0 us
Detector delay: 10.042 us = 0.84 % of t_half
Loss at 300 K, emissivity 0.9, convection 5 W/(m^2 K): total 10.5 W/(m^2 K)
Biot number: 2.63e-05
Change of half-rise time by loss: -0.0054 %
Absorbed fluence (rough): 0.50 J/cm^2
Final rise: 1.45 K; highest front-cell rise: 6.42 K
Diffusivity slope (rough): -0.050 %/K
Diffusivity change at highest front rise: -0.32 %
checks complete
```
